# Projected range and concentration peak in a Pearson IV implant profile

## Question

I am setting up an implanted dopant profile for a process model. The inputs are a dose of $10^{14}\ \mathrm{cm^{-2}}$, a projected range $R_p=300$ nm, a standard deviation (straggle) of 70 nm, a skewness of $-0.8$ and a kurtosis of 5, to be used in a Pearson IV distribution.

I had taken $R_p$ to be the depth of the concentration maximum, as in the Gaussian model, with the skewness only making the two flanks unequal. When I plot the Pearson IV curve, however, its maximum is not at 300 nm. Is something wrong with my implementation? If the peak really does move, I would have guessed that a negative skewness moves it towards the surface. Which way should it go, by how much, and can I rely on the rule for any implant?

## Answer

Your implementation may well be right. The projected range is the mean depth of the implanted ions, and the mean of a distribution need not be its maximum. For a Pearson IV profile with negative skewness, the maximum lies deeper than $R_p$, opposite to your guess. With your numbers the distance is about 18 nm.

### Two different definitions

Let $x$ be the depth, positive into the target, and write the concentration as $N(x)=Q f(x)$, where $Q$ is the dose and $\int f\,dx=1$. The integral runs over the whole line; the surface at $x=0$ is dealt with further down. With $s=x-R_p$, the four inputs are defined by

$$
\langle s\rangle=0,\quad \langle s^2\rangle=\sigma^2,\quad \langle s^3\rangle=\gamma\sigma^3,\quad \langle s^4\rangle=\beta\sigma^4 .
$$

Here $\sigma$ is the standard deviation, $\gamma$ the skewness and $\beta$ the kurtosis, in the convention where a Gaussian has $\beta=3$.

The mean is a balance point: every ion contributes in proportion to its distance. The peak, or mode, is a local property, the depth where $f'=0$. If $f$ is symmetric about $R_p$ and has a single peak, the two coincide, because a peak at $s=p$ would have a mirror image at $s=-p$, which forces $p=0$. Without symmetry this argument is gone, and the peak has to be calculated.

### The Pearson equation and its moments

The Pearson family is defined by

$$
\frac{f'(s)}{f(s)}=-\frac{s-a}{q(s)},\qquad q(s)=c_0+c_1s+c_2s^2. \tag{1}
$$

Type IV is the case in which the quadratic $q$ has no real root. Then $q$ has one sign everywhere, and that sign is the sign of $c_2$. For large $|s|$, equation (1) becomes $f'/f\approx-1/(c_2s)$, so that

$$
f\propto |s|^{-1/c_2}.
$$

A normalizable density needs $c_2>0$. A finite fourth moment needs $\int^\infty s^{4-1/c_2}\,ds$ to converge, which means $1/c_2>5$. Since you specify a finite kurtosis,

$$
0<c_2<\tfrac15,\qquad q(s)>0\ \text{for all } s. \tag{2}
$$

Equation (1) now says that $f$ rises for $s<a$ and falls for $s>a$. There is one peak, at $x=R_p+a$. What remains is to express $a$ through the moments.

Multiply $qf'=-(s-a)f$ by $s^n$ and integrate. On the left, integration by parts gives

$$
\int s^n q f'\,ds=\big[s^nqf\big]_{-\infty}^{\infty}-\int (s^nq)'f\,ds .
$$

For $n\le3$ the boundary term grows at most as $|s|^{5-1/c_2}$, which tends to zero by (2). With $\mu_n=\langle s^n\rangle$, and after changing the sign of both sides,

$$
n c_0\mu_{n-1}+(n+1)c_1\mu_n+(n+2)c_2\mu_{n+1}=\mu_{n+1}-a\mu_n. \tag{3}
$$

Now insert $\mu_0=1$ and $\mu_1=0$.

- For $n=0$: $c_1=-a$.
- For $n=1$: $c_0+3c_2\sigma^2=\sigma^2$, so $c_0=\sigma^2(1-3c_2)$.
- For $n=2$: $-3a\sigma^2+4c_2\gamma\sigma^3=\gamma\sigma^3-a\sigma^2$. Collecting the terms in $a$ gives $-2a\sigma^2=\gamma\sigma^3(1-4c_2)$, hence

$$
a=-\frac{\gamma\sigma}{2}\,(1-4c_2). \tag{4}
$$

This settles the direction. By (2), $1-4c_2$ lies between $1/5$ and $1$, so $a$ has the sign opposite to $\gamma$, and for $\gamma\ne0$

$$
\frac{|\gamma|\sigma}{10}<|a|<\frac{|\gamma|\sigma}{2}. \tag{5}
$$

Negative skewness puts the peak deeper than the mean, positive skewness puts it shallower, and zero skewness makes them coincide. In the negative case the long tail points towards the surface. Its ions are few, but they lie far from the bulk of the distribution and pull the balance point back from the peak. In this family the sign of the skewness tells on which side of the mean the heavier tail lies (both tails fall with the same power of $|s|$, but with different amplitudes), and the peak is on the other side.

### The distance in terms of the kurtosis

The equation for $n=3$ fixes $c_2$:

$$
3c_0\sigma^2-4a\gamma\sigma^3+5c_2\beta\sigma^4=\beta\sigma^4-a\gamma\sigma^3 .
$$

Insert $c_0$, divide by $\sigma^4$, and use $-3a\gamma/\sigma=\tfrac32\gamma^2(1-4c_2)$ from (4):

$$
3(1-3c_2)+\tfrac32\gamma^2(1-4c_2)=\beta(1-5c_2).
$$

Putting the terms in $c_2$ on one side gives $c_2(5\beta-6\gamma^2-9)=\beta-\tfrac32\gamma^2-3$. After doubling both sides,

$$
c_2=\frac{D}{A},\qquad D=2\beta-3\gamma^2-6,\qquad A=10\beta-12\gamma^2-18. \tag{6}
$$

Then $1-4c_2=(A-4D)/A=(2\beta+6)/A$ and $1-3c_2=(A-3D)/A=(4\beta-3\gamma^2)/A$. Therefore

$$
x_{\rm mode}=R_p-\frac{\gamma\sigma(\beta+3)}{10\beta-12\gamma^2-18},
\qquad c_0=\frac{\sigma^2(4\beta-3\gamma^2)}{A}. \tag{7}
$$

Two limits show what the kurtosis does. Near a Gaussian, $\gamma\to0$ and $\beta\to3$, the fraction $(\beta+3)/A$ tends to $6/12$, and the peak is displaced by about $-\gamma\sigma/2$. At fixed $\gamma$, the derivative of $(\beta+3)/A$ with respect to $\beta$ is

$$
\frac{A-10(\beta+3)}{A^2}=-\frac{48+12\gamma^2}{A^2}<0 ,
$$

so a larger kurtosis brings the peak closer to the mean, with $|a|\to|\gamma|\sigma/10$ as $\beta\to\infty$.

### Check that your moments give type IV

Condition (2), and with it the sign argument, the bounds (5) and the closed-form curve below, rests on the profile being type IV, so the type has to be checked. No real root of $q$ means $a^2<4c_0c_2$. Multiplying by $A^2/\sigma^2$ turns this into

$$
\gamma^2(\beta+3)^2<4(4\beta-3\gamma^2)D. \tag{8}
$$

Any density satisfies $\beta\ge1+\gamma^2$. To see this, put $z=s/\sigma$ and expand

$$
0\le\langle(z^2-\gamma z-1)^2\rangle=\beta-\gamma^2-1 .
$$

Hence $4\beta-3\gamma^2\ge4+\gamma^2>0$, and (8) requires $D>0$. Because $A=5D+3\gamma^2+12$, the denominator in (7) is then positive as well.

To turn (8) into a limit on $\beta$, write $g=\gamma^2$ and expand:

$$
P(\beta)=(32-g)\beta^2-(78g+96)\beta+36g^2+63g>0 .
$$

The roots follow from the identity $(39g+48)^2-(32-g)(36g^2+63g)=36(g+4)^3$. At $D=0$, (8) shows that $P=-g(\beta+3)^2\le0$. For $g<32$ the parabola opens upwards, so this point lies between the roots or, for $g=0$, on the larger one. The region with $D>0$ and $P>0$ is therefore the region above the larger root:

$$
\beta>\frac{39\gamma^2+48+6(\gamma^2+4)^{3/2}}{32-\gamma^2},\qquad \gamma^2<32. \tag{9}
$$

For $g\ge32$ there is no solution: $P$ is then concave or linear, positive at $\beta=0$ and negative at $D=0$, so it stays negative beyond that point. In a test on 2000 random pairs $(\gamma,\beta)$, condition (9) agreed every time with the computed roots of $q$.

### Your numbers

For $\gamma=-0.8$ the limit (9) is 4.24, so $\beta=5$ is type IV. The combinations in (6) are

$$
A=50-7.68-18=24.32,\qquad D=10-1.92-6=2.08,
$$

which give $c_2=2.08/24.32=0.0855$. The displacement is

$$
a=\frac{0.8\times70\ \mathrm{nm}\times8}{24.32}=18.4\ \mathrm{nm},
$$

inside the bounds of 5.6 and 28 nm from (5). The peak belongs at 318.4 nm.

To compare your code with the full curve, integrate (1). Completing the square gives $q=c_2[(s-s_0)^2+w^2]$ with

$$
s_0=\frac{a}{2c_2},\qquad w=\frac{\sqrt{4c_0c_2-a^2}}{2c_2}.
$$

Splitting the numerator as $s-a=(s-s_0)+(s_0-a)$ produces a logarithm and an arctangent:

$$
f\propto\left[1+\left(\frac{s-s_0}{w}\right)^2\right]^{-m}
\exp\left[-\nu\arctan\frac{s-s_0}{w}\right],
$$

$$
m=\frac1{2c_2},\qquad \nu=\frac{s_0-a}{c_2w}.
$$

Here $s_0=107.7$ nm, $w=176.1$ nm, $m=5.846$ and $\nu=5.929$. The parameter $s_0$ is neither the mean nor the peak; it is the centre of the quadratic, and the exponential moves the maximum away from it. Quadrature of this density returns a mean of 300.0 nm, a standard deviation of 70.0 nm, a skewness of $-0.800$ and a kurtosis of 5.000, while a numerical search puts its maximum at 318.4 nm. The same tests held for 40 random type IV profiles with skewness of both signs.

Half of the dose lies deeper than 307.1 nm, so in this example the median falls between the mean and the peak. About 54% of the dose is deeper than $R_p$: the smaller shallow part balances the larger deep part because it reaches farther from the mean.

### Why the concentration near the peak hides the difference

At the mean, (1) gives $f'/f=a/c_0=18.42/3642.8=0.0051\ \mathrm{nm^{-1}}$. The concentration is still rising there, by about 0.5% per nanometre. It is $6.12\times10^{18}\ \mathrm{cm^{-3}}$ at $R_p$ and $6.42\times10^{18}\ \mathrm{cm^{-3}}$ at the peak, a deficit of 4.7% relative to the peak.

The deficit is small because the slope vanishes at the maximum. Integrating (1) from the mean to the peak,

$$
\ln\frac{f(R_p+a)}{f(R_p)}=\int_0^a\frac{a-s}{q(s)}\,ds\approx\frac{a^2}{2q(a)},
$$

where the last step replaces $q(s)$ by its value at the peak, $q(a)=c_0-a^2+c_2a^2=3332\ \mathrm{nm^2}$. The estimate is $339.3/6665=0.051$, or a deficit of 5.0%. It is slightly too large because $q$ decreases from $c_0$ to $q(a)$ over this interval, so the replacement makes the integrand too big. Near the peak, a depth error of 18 nm thus goes with a concentration error of only about 5%, and agreement in peak height says little about whether the depth has been assigned correctly. On the flanks the same depth error weighs far more: at $s=140$ nm, (1) gives $f'/f=-121.6/2740=-0.044\ \mathrm{nm^{-1}}$, a fall of about 4% per nanometre.

The Gaussian with the same dose and standard deviation has a peak of

$$
\frac{Q}{\sqrt{2\pi}\,\sigma}=5.70\times10^{18}\ \mathrm{cm^{-3}},
$$

which is 11% below the Pearson IV peak. That difference comes from the shape of the curve, and here it is due to the kurtosis: the symmetric curve with the same $\sigma$ and $\beta=5$ peaks at $6.51\times10^{18}\ \mathrm{cm^{-3}}$, so at fixed $\beta$ the skewness lowers the peak slightly. Displacing a curve in depth does not change its peak height.

The distinction matters when a profile is fitted. If you read a peak depth from a measured curve and enter it as $R_p$, the model adds $a$ a second time. Here, entering 318.4 nm as $R_p$ would put the calculated peak at $318.4+18.4=336.8$ nm. To get the mean from a peak depth, subtract $a$ with its sign.

### What the surface does

The moments above belong to the full-line density, but only the part at $x>0$ is in the target. Let $P_r$ be the fraction of $f$ at $x>0$, $\bar x_r$ its mean depth, and $\bar x_c<0$ the mean of the part cut off. The full mean is the weighted average

$$
R_p=P_r\bar x_r+(1-P_r)\bar x_c .
$$

Subtracting $P_rR_p$ from both sides and rearranging gives

$$
\bar x_r-R_p=\frac{1-P_r}{P_r}\,(R_p-\bar x_c)>0\qquad (R_p>0).
$$

Truncation moves the mean deeper. It does not move a peak that lies inside the target. Rescaling the retained part to a prescribed dose changes all concentrations by one factor and leaves both depths alone.

For your profile 99.83% of the full-line dose is retained, and its mean is 300.6 nm. The shift of 0.6 nm is negligible beside $a$. The higher moments are more sensitive, because the small part cut off lies far from the mean: the retained part has a standard deviation of 68.4 nm, a skewness of $-0.61$ and a kurtosis of 3.8, so moments taken over $x>0$ will not reproduce your inputs.

Now keep the same $\sigma$, $\gamma$ and $\beta$ but set $R_p=50$ nm. This is a deliberately severe case for the geometry, not a prediction of how the moments change with implant energy. The peak is at 68.4 nm, 79.3% of the dose is retained, and the retained mean is 76.7 nm. The mean of what is in the target is now deeper than the peak. Result (7) has not failed, since the full-line mean is still 50 nm; but a mean computed from the concentration at $x>0$ is no longer the $R_p$ that enters the formula.

### Whether the rule holds for any implant

The sign rule was derived from the Pearson equation together with the type IV condition (2). Skewness is a third moment, and by itself it does not determine the order of mean and mode. A counterexample with a single peak is the Weibull density

$$
f(x)=\frac{k}{\lambda}\left(\frac{x}{\lambda}\right)^{k-1}e^{-(x/\lambda)^k},\qquad x>0 .
$$

Setting the derivative of $\ln f$ to zero gives $(k-1)/x=kx^{k-1}/\lambda^k$, so for $k>1$ there is a single peak at $x=\lambda(1-1/k)^{1/k}$. For $k=3.45$ and $\lambda=100$ nm, the skewness is $+0.038$, the mean is 89.91 nm and the peak is at 90.55 nm. The skewness is positive, yet the peak is deeper than the mean. The difference is small, but its sign is opposite to the Pearson rule.

For a measured profile, or a model built from several components, compute the mean and the maximum separately. For a single Pearson IV profile with the full-line moments given, use (7), after checking (9). The numerical output below lists the values for your case, for the shallow profile and for the Weibull density.

## Numbers as computed

```
dose Q = 1.0e+14 cm^-2
projected range Rp = 300.0 nm
standard deviation sigma = 70.0 nm
skewness gamma = -0.80 (dimensionless)
kurtosis beta = 5.00 (dimensionless)
type IV kurtosis limit = 4.2388 (dimensionless)
A = 24.3200 (dimensionless)
D = 2.0800 (dimensionless)
c0 = 3642.76 nm^2
c2 = 0.085526 (dimensionless)
formula offset a = 18.4211 nm
lower bound on offset = 5.60 nm
upper bound on offset = 28.00 nm
center offset s0 = 107.692 nm
width w = 176.053 nm
exponent m = 5.8462 (dimensionless)
asymmetry nu = 5.9288 (dimensionless)
quadrature mean depth = 300.0000 nm
quadrature standard deviation = 70.0000 nm
quadrature skewness = -0.80000 (dimensionless)
quadrature kurtosis = 5.00000 (dimensionless)
numerical peak depth = 318.4211 nm
half-dose depth = 307.060 nm
dose fraction deeper than Rp = 0.5439
log slope at Rp = 0.005057 nm^-1
concentration at Rp = 6.1178e+18 cm^-3
peak concentration = 6.4188e+18 cm^-3
Gaussian peak estimate = 5.6992e+18 cm^-3
q at the peak = 3332.45 nm^2
concentration ratio Rp/peak = 0.95311
quadratic estimate of ratio = 0.95036
deep implant: retained dose fraction = 0.998309
deep implant: retained mean depth = 300.6111 nm
shallow implant: full-line Rp = 50.0 nm
shallow implant: peak depth = 68.421 nm
shallow implant: retained dose fraction = 0.7930
shallow implant: retained mean depth = 76.710 nm
Weibull shape = 3.45, scale = 100.0 nm
Weibull skewness = 0.03783 (dimensionless)
Weibull mean depth = 89.9065 nm
Weibull peak depth = 90.5549 nm
random type IV profiles tested = 40
smallest |offset|/(|gamma| sigma) = 0.2199
largest |offset|/(|gamma| sigma) = 0.4213
moment pairs tested for type = 2000
pairs found to be type IV = 735
```
